# From RPA correlation to the Casimir-Polder energy of two separated fragments, part 2

How does the correlation energy of a whole system in the random phase approximation (RPA) become an interaction between the responses of its parts? Atomic units are used. The response $\chi$ at imaginary frequency $iu$ turns a small change $\delta w$ of the electrons' potential energy into a density change $\delta n=\chi\,\delta w$. For excitation energies $\omega_k$ and transition densities $\rho_k$,

$$
\chi(iu)=-\sum_k\frac{2\omega_k}{\omega_k^2+u^2}\,\rho_k\rho_k^T .
$$

Products imply integration over the common coordinate, $\mathrm{Tr}$ is the trace, and $v(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$. For closed shells with real occupied orbitals $\phi_i$, virtual orbitals $\phi_a$ and gaps $\varepsilon_{ia}=\varepsilon_a-\varepsilon_i>0$, independent electrons have the "bare" response

$$
\chi^0(\mathbf r,\mathbf r';iu)=-\sum_{ia}\frac{4\varepsilon_{ia}}{\varepsilon_{ia}^2+u^2}\,
\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_i(\mathbf r')\phi_a(\mathbf r') .
$$

With $\chi_\lambda=(1-\lambda\chi^0v)^{-1}\chi^0$ at interaction strength $\lambda$, the RPA energy is

$$
E_c=-\frac{1}{2\pi}\int_0^1 d\lambda\int_0^\infty du\;\mathrm{Tr}\left[v\,(\chi_\lambda-\chi^0)\right],
$$

or, with $\lambda$ integrated out,

$$
E_c=\frac{1}{2\pi}\int_0^\infty du\;\mathrm{Tr}\left[\ln(1-\chi^0v)+\chi^0v\right].
$$

Fragments A and B do not overlap if the product of an occupied orbital of one with any orbital of the other vanishes everywhere. If each fragment also keeps the orbitals and gaps of its reference energy, the interaction energy is $E_{\rm int}$, with second-order term $E_2$, both given below. The fragment responses in them satisfy

$$
-\chi_X=S_X(1+S_Xv_{XX}S_X)^{-1}S_X ,\qquad S_X=(-\chi^0_X)^{1/2},\qquad X=A,B .
$$

In the $\lambda$ integral at second order in the coupling $V$, the traces with the interactions inside the fragments contribute a repulsion or zero.

The example is a beryllium and a magnesium atom 28 bohr apart, with Hartree-Fock orbitals in the def2-TZVP basis. The RPA energy of the pair lies 0.4647 microhartree below that of the separate atoms. $E_2$ gives the same lowering, but 0.8815 microhartree if $\chi^0_X$ replaces $\chi_X$.

## Hartree responses, excitation energies and the Be-Mg pair

The first half led from the RPA correlation energy to the interaction of two non-overlapping, closed-shell fragments A and B:

$$
E_{\rm int}=\frac1{2\pi}\int_0^\infty du\,\ln\det(1-\chi_AV\chi_BV^T),\qquad
E_2=-\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}[\chi_AV\chi_BV^T].
$$

Here $V$ is the Coulomb interaction between the fragments, $E_2$ is the second-order term, and $\chi_X=(1-\chi^0_Xv_{XX})^{-1}\chi^0_X$ is built from the independent-electron response $\chi^0_X$ and the Coulomb interaction $v_{XX}$ within fragment X.

The meaning of $\chi_X$ appears when it acts on a potential. Apply a weak potential $\delta w$ to one fragment. Its electrons feel $\delta w$ together with the Hartree potential $v\,\delta n$ of the density they have displaced, and they respond independently to the sum:

$$
\delta n=\chi^0(\delta w+v\,\delta n)
\quad\Longrightarrow\quad
\delta n=(1-\chi^0v)^{-1}\chi^0\,\delta w=\chi\,\delta w .
$$

This is time-dependent Hartree response. The name refers to the feedback. The orbitals on which it acts may come from another mean field, and here they are Hartree-Fock orbitals. Time-dependent Hartree-Fock theory would let the exchange potential follow the perturbation as well, which this response does not do.

The beryllium atom shows the feedback at work. All calculations below include every electron and use the def2-TZVP basis. Hold the Hartree-Fock potential of the atom fixed, add a uniform static field and the Hartree potential of the induced density, and iterate until the density no longer changes. The difference between the results for fields of $+2\times10^{-4}$ and $-2\times10^{-4}$ atomic units gives a polarizability of 19.82 bohr³. Evaluating $\chi$ by matrix inversion gives the same 19.82 bohr³, while $\chi^0$ gives 30.14 bohr³. For magnesium the two matrix values are 34.31 and 53.41 bohr³. These digits belong to the basis, which has no diffuse functions: in aug-cc-pVTZ the values are 20.30 and 30.51 bohr³ for beryllium and 36.29 and 55.03 bohr³ for magnesium, larger by 1 to 6 percent. The displaced charge opposes further displacement.

For calculations, the operators are written in the space of particle-hole products $f_p=\phi_i\phi_a$, where $p$ stands for the pair $ia$. The independent-electron response becomes a diagonal matrix $\Pi$ with elements $-4\varepsilon_p/(\varepsilon_p^2+u^2)$, where $\varepsilon_p$ is the orbital gap. The Coulomb interaction becomes the matrix $K_{pq}=\int\!\!\int f_p(\mathbf r)\,v(\mathbf r,\mathbf r')f_q(\mathbf r')\,d\mathbf r\,d\mathbf r'$. Each spatial trace of a chain $\chi^0v\chi^0v\cdots$ equals the matrix trace of $\Pi K\Pi K\cdots$, so the formulas keep their form. From $\chi=(1-\Pi K)^{-1}\Pi$ we have

$$
\chi^{-1}=\Pi^{-1}-K=-\frac14\,\varepsilon^{-1/2}\left[M+u^2\right]\varepsilon^{-1/2},\qquad
M=\varepsilon^{1/2}(\varepsilon+4K)\varepsilon^{1/2},
$$

where $\varepsilon$ is the diagonal matrix of gaps. The matrix $M$ does not depend on frequency. It is positive, because the gaps are positive and $K$ is the electrostatic interaction matrix of real charge distributions. Let its normalised eigenvectors be $Z_n$ and its eigenvalues $\Omega_n^2$. Inverting the last equation gives

$$
\chi=-4\varepsilon^{1/2}(M+u^2)^{-1}\varepsilon^{1/2}
=-\sum_n\frac{2\Omega_n}{\Omega_n^2+u^2}\,t_nt_n^T,\qquad
t_n=\sqrt{\frac{2}{\Omega_n}}\;\varepsilon^{1/2}Z_n .
$$

The factors agree, since $2\Omega_n\times2/\Omega_n=4$. This has the form of a response with excitation energies $\Omega_n$ and transition vectors $t_n$. They are the excitations of the fragment in time-dependent Hartree theory.

The same eigenvalues give the RPA energy of a complete system without a numerical frequency integral. Since $1-\Pi K=\Pi\chi^{-1}$, the factors $4\varepsilon_p$ cancel in its determinant:

$$
\det(1-\Pi K)=\frac{\prod_n(\Omega_n^2+u^2)}{\prod_p(\varepsilon_p^2+u^2)} .
$$

There are as many $\Omega_n$ as $\varepsilon_p$, so the logarithm can be integrated in pairs. The integral of $\ln[(a^2+u^2)/(b^2+u^2)]$ over positive $u$ is $\pi(a-b)$: it vanishes at $a=b$, and its derivative with respect to $a$ is $\int_0^\infty2a/(a^2+u^2)\,du=\pi$. The linear term contributes $\int_0^\infty\Pi_{pp}K_{pp}\,du=-2\pi K_{pp}$. Dividing by $2\pi$ gives the plasmon formula

$$
E_c=\frac12\left[\sum_n\Omega_n-\sum_p(\varepsilon_p+2K_{pp})\right].
$$

The second-order interaction can also be integrated. Insert the spectral form of both responses and write $V_{nm}=t_n^TVt_m$, with $n$ an excitation of A, $m$ one of B, and $V$ now the matrix of Coulomb integrals between their particle-hole products. Partial fractions give

$$
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)
=\frac{\pi}{2ab(a+b)} .
$$

The two spectral numerators contribute $4\Omega_n\Omega_m$. With the prefactor $-1/2\pi$, everything except the sum of energies cancels:

$$
E_2=-\sum_{nm}\frac{V_{nm}^2}{\Omega_n+\Omega_m}.
$$

This has the form of second-order perturbation theory: both fragments are excited at once, and the denominator is the energy of the double excitation. The frequency integral is a way of writing this denominator that lets each fragment be treated by itself.

For the pair of atoms, the opening comparison can now be stated in full. One value comes from a Hartree-Fock calculation on the whole Be-Mg system, followed by the plasmon formula and subtraction of the atomic energies. The other is $E_2$ from the separate atoms, with the complete Coulomb integrals in $V$ and 60 Gauss-Legendre points mapped onto the frequency axis. The overlap given below is the largest absolute overlap integral between an occupied orbital of one separate atom and any orbital of the other.

| Distance (bohr) | Whole pair (microhartree) | $E_2$ (microhartree) | Overlap |
|---:|---:|---:|---:|
| 10 | −474.9 | −288.4 | 0.18 |
| 14 | −47.65 | −34.62 | 0.036 |
| 20 | −3.674 | −3.678 | 0.0010 |
| 28 | −0.4647 | −0.4647 | 0.0000013 |

At 28 bohr the energy is −12.64 microelectronvolt. The two results agree to better than one part in $10^5$ of $E_2$. The remaining difference lies between 1 and $2\times10^{-12}$ hartree, depending on how tightly the orbitals are converged, and is too small to be assigned to a cause here. At 20 bohr the difference is 0.1 percent, and at 14 and 10 bohr the value for the whole pair, with each atom subtracted in its own basis, exceeds $E_2$ in magnitude by 38 and 65 percent.

Three explanations offer themselves for the failure at 10 bohr: higher powers of $V$, the loss of the non-overlap condition, and the larger basis that each atom has at its disposal in the pair. The first can be isolated by keeping the orbitals and gaps of the free atoms and admitting no particle-hole products between them, while the coupling $V$ stays at its value for 10 bohr. The plasmon formula for this artificial pair contains all powers of $V$ and gives −288.62 microhartree. The log-determinant formula gives the same value, and the second-order energy is −288.41 microhartree. The higher orders thus amount to

$$
-288.62-(-288.41)=-0.21\ \text{microhartree},
$$

or 0.07 percent of $E_2$. Halving $V$ reduces this remainder by a factor of 16.02, close to the $2^4=16$ of a fourth-order term. The ratio lies slightly above 16, as it should when a small sixth-order term of the same sign is present.

The remaining difference, $-474.876+288.625=-186.251$ microhartree, comes from what the artificial pair leaves out: changed orbitals and gaps, and particle-hole products shared between the atoms. Most of it is an artefact of the finite basis, in which each atom of the real pair can also use the basis functions of its partner. Recomputing each atom with those functions present, but without the partner's nucleus and electrons, lowers the RPA energy of Be by 49.6 and that of Mg by 112.6 microhartree, together 162 of the 186. Measured against these atomic energies, the interaction is −312.6 microhartree at 10 bohr and −36.07 at 14 bohr, which exceeds $E_2$ in magnitude by 8 and 4 percent.

The Hartree-Fock interaction should vanish for neutral, spherical, non-overlapping atoms. It is 120.4 microhartree at 10 bohr, 0.50 at 14 bohr and −0.027 at 20 bohr, and below 0.00001 in magnitude at 28 bohr. The small attraction at 20 bohr is due to the borrowed basis functions, which lower the energy of an atom without any physical interaction: with the atoms computed in the basis of the pair, the value becomes +0.0007 microhartree. These mean-field energies are separate from the RPA energies in the table. For fragments with permanent multipoles, electrostatics and induction appear in the mean-field part, but not there alone. The partner's field changes the orbitals and gaps at first order, so the RPA correlation energy measured against the free fragments acquires an electrostatic term of its own. Its sign depends on the relative orientation of the dipoles. For two collinear hydrogen fluoride molecules whose dipoles point the same way (bond length 1.733 bohr, def2-SVP basis), the RPA correlation interaction is +7.97 microhartree with the fluorine nuclei 25 bohr apart and +0.99 at 50 bohr. It falls as $R^{-3}$, and at 25 bohr it far outweighs the dipole dispersion energy of −0.02 microhartree. Its size is not converged in the basis: def2-TZVP gives +5.8 microhartree at 25 bohr. This is why the polarised orbitals have to be used in the reference as well. With each molecule computed in the field of its partner, the interaction at 25 bohr becomes −0.0252 microhartree, the value of $E_2$ with the complete Coulomb integrals.

The artificial pair at 10 bohr also shows how the integral over interaction strength is shared out. With eight Gauss-Legendre points in $\lambda$, the trace with the interfragment interaction contributes −344.31 microhartree and the traces with the interactions inside the atoms contribute +55.69. Their sum is −288.62 microhartree. The repulsive part has the sign derived at second order. Leaving it out would overestimate the attraction by 19 percent of the total.

The value with bare responses has an equally definite direction. In the first half, $-\chi_X$ was written as $S_X(1+S_Xv_{XX}S_X)^{-1}S_X$ with $S_X^2=-\chi^0_X$. The inverse has no eigenvalue above one, so $-\chi^0_X$ exceeds $-\chi_X$ by an operator without negative eigenvalues. Replacing either response by its bare form can therefore not reduce the magnitude of $E_2$. At 28 bohr the ratio is $0.8815/0.4647=1.90$. The static polarizabilities alone would suggest

$$
\frac{30.14}{19.82}\times\frac{53.41}{34.31}=2.37 .
$$

The lower value is consistent with the behaviour at high frequency, where $M$ can be neglected beside $u^2$. Both responses then approach $-4\varepsilon/u^2$, and the Hartree feedback loses its effect.

At large distance the energy depends on the polarizabilities alone. Put the origin of each fragment's coordinates at its own centre and let $\mathbf R$ point from A to B along $z$. Each particle-hole product integrates to zero because its two orbitals are orthogonal, so terms of $1/|\mathbf R+\mathbf r_B-\mathbf r_A|$ that depend on one fragment's coordinates alone do not contribute. The first term that does is

$$
\frac{\mathbf r_A\cdot\mathbf r_B-3z_Az_B}{R^3}=\sum_{jk}r_{A,j}T_{jk}r_{B,k},\qquad
T=\frac{1}{R^3}\,\mathrm{diag}(1,1,-2).
$$

Let $d_j$ be the vector of integrals $\int f_p\,r_j\,d\mathbf r$. An electric field along $k$ changes an electron's potential energy by the field times $r_k$, and the dipole moment of electrons is minus their position. The polarizability is therefore $\alpha_{jk}(iu)=-d_j^T\chi(iu)d_k$. Two minus signs cancel in the product of two responses, and the trace in $E_2$ becomes $\mathrm{Tr}[\alpha_AT\alpha_BT]$. If the principal axes of both fragments lie along $x$, $y$ and $z$,

$$
E_2\simeq-\frac{1}{2\pi R^6}\int_0^\infty du\left[\alpha^A_{xx}\alpha^B_{xx}+\alpha^A_{yy}\alpha^B_{yy}+4\alpha^A_{zz}\alpha^B_{zz}\right].
$$

For isotropic fragments the bracket is $6\alpha_A\alpha_B$, and the familiar form follows:

$$
E_2\simeq-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .
$$

The atomic responses give $C_6=212.4$ hartree bohr⁶. At 28 bohr, where $R^6=4.819\times10^8$ bohr⁶, the dipole energy is $-212.4/(4.819\times10^8)$ hartree, or −0.4408 microhartree. The full $E_2$ is 5.4 percent larger in magnitude. For spherical atoms the next coupling, between a dipole and a quadrupole, falls as $R^{-4}$ and its square as $R^{-8}$. Its product with the dipole-dipole coupling, of order $R^{-7}$, would need a response linking a dipole to a quadrupole on one atom, and this vanishes for a spherical atom because the two have opposite parity. Hence $-E_2R^6$ should approach $C_6$ with a correction proportional to $1/R^2$. It is 214.87 at 60 bohr and 213.01 at 120 bohr. Doubling the distance divides that correction by four, and eliminating it gives

$$
\frac{4\times213.01-214.87}{3}=212.4\ \text{hartree bohr}^6 .
$$

The value at 60 bohr implies a coefficient of about $(214.87-212.40)\times60^2\approx8.9\times10^3$ hartree bohr⁸. At 28 bohr this adds $8.9\times10^3/28^2\approx11.4$ to $C_6$, to be compared with the excess $0.46467\times10^{-6}\times4.819\times10^8-212.40\approx11.5$ that the 5.4 percent represents. The $R^{-8}$ term thus supplies nearly all of the excess; terms in higher inverse powers of $R$ are not included in this estimate.

The value of $C_6$ belongs to this model, with its finite basis, Hartree-Fock gaps and a feedback that contains no exchange or further correlation. The basis alone matters visibly. With aug-cc-pVTZ or def2-QZVPPD, $C_6$ rises to about 220 hartree bohr⁶ and the $R^{-8}$ coefficient to between $1.26\times10^4$ and $1.36\times10^4$ hartree bohr⁸. The multipole series through $R^{-10}$ then gives about −0.49 microhartree at 28 bohr instead of −0.4647, and the ratio for bare responses falls from 1.90 to between 1.85 and 1.87. The equality between the RPA interaction and $E_2$ does not make either of them accurate for the real atoms. The Coulomb interaction has also been taken as instantaneous. Once light needs a time comparable with $1/\Omega_n$ to cross from one fragment to the other, the coupling itself depends on frequency, and the $R^{-6}$ law above no longer applies.
